# Water Shieldings from Snapshots: Correlated Errors, Embedding and Cluster Radius

## What symmetry and dimensions fix

A liquid simulation gives a series of shieldings with scatter $s$ (in ppm), correlation time $\tau$ and total length $T$. At equilibrium no instant is special, so correlations depend on time differences alone. The variance $v$ of the time average has the unit ppm$^2$, and therefore

$$v=s^2 f(\tau/T).$$

If $T\gg\tau$ and the correlation decays fast enough to have a finite time integral, the two halves of a run are nearly independent. Each half has variance $s^2f(2\tau/T)$, and averaging two independent values halves it: $f(x)=\tfrac12 f(2x)$. For a function smooth at small $x$ this means $f\propto x$, so

$$v\propto s^2\,\tau/T .$$

The number of frames does not appear, because the average was taken over continuous time; this describes closely spaced frames. Once frames are closer together than $\tau$, saving more of them barely helps; a longer run does. What remains is to find the factor, to estimate $v$ from one run, and to keep this error apart from those that no run length removes.

The quantity wanted is the gas-to-liquid change

$$\Delta=\langle\sigma\rangle_{\rm liquid}-\sigma_{\rm gas},$$

negative when the nucleus is less shielded in the liquid. For water the rough sizes are $-4.3$ ppm for $^1$H and $-36$ ppm for $^{17}$O.

## Four frames by hand

Let $x_1,\dots,x_4$ be deviations from the true mean, with covariance $s^2\rho_k$ at separation $k$ and $\rho_k=(1/2)^k$. The variance of their average is $1/16$ of the sum of all 16 covariances. There are 4 terms with $k=0$, 6 with $k=1$, 4 with $k=2$ and 2 with $k=3$:

$$v_4=\frac{s^2}{16}\left(4+\frac62+\frac44+\frac28\right)=\frac{33}{64}s^2 .$$

Treating the frames as independent would give $s^2/4$, less than half of this.

Now form two blocks, $y_1=(x_1+x_2)/2$ and $y_2=(x_3+x_4)/2$. Each has variance $v_2=\frac{s^2}{4}(2+2\cdot\frac12)=\frac34s^2$. Their covariance is

$$\frac{s^2}{4}(\rho_2+\rho_3+\rho_1+\rho_2)=\frac{9}{32}s^2 .$$

The usual squared standard error from two values is $(y_1-y_2)^2/4$. Its expectation is

$$\frac14\left(2\cdot\frac34-2\cdot\frac9{32}\right)s^2=\frac{15}{64}s^2 .$$

This is too small because the blocks are still correlated: what they share cancels in $y_1-y_2$ but not in the average. Longer blocks are the cure.

Next suppose that a costly calculation is affordable on frames 1 and 3 only. Its difference from the cheap one is

$$d_i=\mu_d+c\,x_i+\eta_i,$$

where $\eta_i$ is independent noise of standard deviation $e$. The estimate "cheap average plus average difference" then fluctuates as

$$\frac{x_1+x_2+x_3+x_4}{4}+c\,\frac{x_1+x_3}{2}+\frac{\eta_1+\eta_3}{2}.$$

The covariance of the first average with $(x_1+x_3)/2$ is $\frac{s^2}{8}(\frac{15}{8}+\frac{18}{8})=\frac{33}{64}s^2$, and the variance of $(x_1+x_3)/2$ is $\frac{s^2}{4}(2+\frac24)=\frac58s^2$. Hence

$$v=s^2\left[\frac{33}{64}(1+2c)+\frac58c^2\right]+\frac{e^2}{2}.$$

The term linear in $c$ is lost if the two error bars are simply added in quadrature. Positive $c$ makes that sum too small, and negative $c$ makes it too large.

## The general estimator and its error

**Variance of a mean.** Among $n$ frames there are $n$ pairs with lag zero and $2(n-k)$ ordered pairs with lag $k>0$. Therefore

$$v_n=\frac{s^2}{n}\left[1+2\sum_{k=1}^{n-1}\left(1-\frac kn\right)\rho_k\right].$$

For $n$ much larger than the correlation length this becomes $v_n\simeq s^2g/n$, with the statistical inefficiency $g=1+2\sum_{k\ge1}\rho_k$. If $\rho_k=\phi^k$ with $\phi=e^{-\delta/\tau}$ and frame spacing $\delta$, the geometric sum gives

$$g=1+\frac{2\phi}{1-\phi}=\frac{1+\phi}{1-\phi}\simeq\frac{2\tau}{\delta}\quad(\tau\gg\delta).$$

With $T=n\delta$ the variance is $2s^2\tau/T$, so the missing factor is 2 for exponential correlation.

**Two levels.** Use the cheap level on all $N$ frames and the large quantum region on $M$ frames at a fixed stride:

$$\hat\Delta=\overline{\sigma_{\rm cheap}}+\overline{(\sigma_{\rm large}-\sigma_{\rm cheap})}_{\rm sub}-\sigma_{\rm gas}.$$

By stationarity the expectations of the two averages add up to $\langle\sigma_{\rm large}\rangle$, however poor the cheap level is. This requires that the subset is not chosen by looking at the shieldings. If several equivalent molecules are treated in one frame, they are averaged first, because they are correlated with each other. If $\sigma_{\rm gas}$ is itself sampled independently, its variance is added.

With the linear model for the difference, frame $i$ carries the weight $w_i=1/N$, plus $c/M$ if it belongs to the subset. With $C_{ij}=s^2\rho_{|i-j|}$,

$$v=\sum_{ij}w_iC_{ij}w_j+\frac{e^2}{M}.$$

**Blocks.** In practice $\rho_k$ is unknown. Cut the run into $B$ blocks of $L$ frames, with $L$ a multiple of the stride, and evaluate the *combined* estimator $y_b$ in each. Its average over blocks is $\hat\Delta$, and any covariance between the two levels is carried along inside $y_b$. Write $v_L$ for the variance of one block value and $v_N$ for that of the full average. Since $\sum_b(y_b-\bar y)^2=\sum_b(y_b-\mu)^2-B(\bar y-\mu)^2$, with $\mu$ the true mean,

$$E\left[\frac{\sum_b(y_b-\bar y)^2}{B(B-1)}\right]=\frac{Bv_L-Bv_N}{B(B-1)}=\frac{v_L-v_N}{B-1}.$$

The four-frame case agrees: $(\frac34-\frac{33}{64})s^2=\frac{15}{64}s^2$.

To see how long a block must be, keep the next term for a plain mean: $v_n\simeq s^2g/n-K/n^2$, with $K=2s^2\sum_k k\rho_k$. This needs the sum to converge; for a power-law tail such as $\rho_k\sim k^{-3/2}$ it does not, and the bias found below then falls only as $L^{-1/2}$. Inserting this and using $N=BL$,

$$\frac{v_L-v_N}{B-1}\simeq\frac{s^2g}{N}-\frac{K(B+1)}{N^2},$$

which lies below $v_N$ by $KB/N^2=K/(NL)$. The relative bias of the variance is therefore $-K/(s^2gL)$. For one exponential with $\tau\gg\delta$, $\sum_kk\phi^k=\phi/(1-\phi)^2\simeq(\tau/\delta)^2$, and the bias is $-\tau/(L\delta)$: the correlation time divided by the block duration.

Very long blocks have the opposite trouble. For independent Gaussian blocks the estimated variance has relative scatter $\sqrt{2/(B-1)}$. The 95% interval is $\hat\Delta\pm t_{B-1}\,{\rm SE}$, where SE is the block standard error and the Student factor $t_{B-1}$ allows for this scatter. The error from a motion much slower than the whole run is strongly underestimated at any block length.

## The shielding of one snapshot

Hartree atomic units are used here, with $\alpha$ the fine-structure constant. The shielding is the dimensionless ratio in $\mathbf B_{\rm ind}=-\sigma\mathbf B$. Tumbling in a liquid leaves only the rotational invariant linear in the tensor, $\sigma=\frac13\sum_b\sigma_{bb}$.

For an electron, charge $-1$, the kinetic energy is $\frac12(\mathbf p+\mathbf A)^2$ with $\mathbf A=\frac12\mathbf B\times(\mathbf r-\mathbf R)$ and gauge origin $\mathbf R$. Because $\nabla\cdot\mathbf A=0$, the term linear in the field is

$$h_1=\mathbf A\cdot\mathbf p=-\frac i2\,\mathbf B\cdot(\mathbf r-\mathbf R)\times\nabla .$$

With real orbitals $\phi_i$ this perturbation is imaginary, so the density does not change to first order. In the local density approximation (LDA), without current dependence, the potential then does not change either, and plain perturbation theory for the orbitals suffices. For a field along the unit vector $\mathbf b$, $\psi_i=\phi_i+iBu_i$ with

$$u_i=\sum_a\phi_a\frac{M_{ai}}{2(\varepsilon_a-\varepsilon_i)},\qquad M_{ai}=\langle a|\mathbf b\cdot(\mathbf r-\mathbf R)\times\nabla|i\rangle,$$

where $a$ runs over empty orbitals. The sign is $-(-i/2)=+i/2$. The electron flux of one orbital is ${\rm Im}\,\psi^*\nabla\psi+\mathbf A|\psi|^2$. Two electrons per orbital give, per unit field,

$$\mathbf j=2\sum_i(\phi_i\nabla u_i-u_i\nabla\phi_i)+\frac12\rho\,\mathbf b\times(\mathbf r-\mathbf R),$$

with $\rho$ the electron density. The charge current is $-\mathbf j$. The Biot–Savart law, with prefactor $\alpha^2$ and $\mathbf d=\mathbf r-\mathbf R_N$, gives $\mathbf B_{\rm ind}/B=\alpha^2\int\mathbf j\times\mathbf d/d^3$. Hence

$$\sigma_{bb}=\alpha^2\int\frac{(\mathbf d\times\mathbf j)\cdot\mathbf b}{d^3}\,d^3r .$$

For a gauge origin at the nucleus the two parts can be worked out. In the density term, $\mathbf b\cdot[\mathbf d\times(\mathbf b\times\mathbf d)]=d^2-(\mathbf b\cdot\mathbf d)^2$, whose average over three axes is $\frac23d^2$. In the orbital term, the operator $K_b=\mathbf b\cdot\mathbf d\times\nabla/d^3$ is antisymmetric, so $\langle\phi|K_b|u\rangle-\langle u|K_b|\phi\rangle=-2\langle u|K_b|\phi\rangle$. Together,

$$\sigma=\frac{\alpha^2}{3}\int\frac{\rho}{d}\,d^3r-\frac{2\alpha^2}{3}\sum_{b,a,i}\frac{M^b_{ai}K^b_{ai}}{\varepsilon_a-\varepsilon_i}.$$

For a spherical closed-shell atom the second term vanishes, because rotation leaves its occupied space unchanged.

In a complete basis the current does not depend on $\mathbf R$. In a finite one it does, and a distant origin is a poor choice for a neighbouring molecule. Space is therefore divided into smooth atomic cells, and in each cell the current is computed with that atom's nucleus as origin.

## A radius series on one constructed snapshot

The snapshot is a distorted tetrahedral water network with O–O distance 2.8 Å before distortion and rigid molecules. It is not drawn from a liquid, and its molecular dipoles all point nearly the same way, as they would not in a liquid. The functional is LDA. The central molecule has the aug-cc-pVTZ basis without f functions on O and d functions on H; its quantum neighbours have 6-31G.

For the gas-phase oxygen with origin at O, the two terms are $414.65-78.38=336.27$ ppm, and integrating the current gives the same 336.27 ppm. Atomic origins give 335.38 ppm. For hydrogen, one origin at O gives 30.04 ppm and atomic origins give 31.06 ppm. This 1 ppm is a finite-basis effect that need not cancel completely in $\Delta$. The full aug-cc-pVTZ set gives 335.26 ppm for oxygen, but 6-311G** gives 278.81 ppm. This error of 56 ppm belongs to the basis together with the fixed gauge origin; with field-dependent (London) orbitals the same basis gives about 349 ppm, an error of the opposite sign. The triple-zeta values are not converged to the digits shown either: aug-cc-pVQZ without g functions on O and f functions on H gives about 333.4 ppm for oxygen and, with London orbitals, 30.7 ppm for hydrogen, lower by 2 to 3 ppm and by 0.4 ppm. Since an error of 56 ppm exceeds the whole liquid shift, the basis must be checked, with the gauge method actually used, before any averaging.

Molecules outside the quantum region act as point charges with the SPC/E values, placed at the nuclei of the rigid geometry used here (O–H 0.96 Å, angle 104.5°), which differs slightly from that of the SPC/E model. A charge $q$ at $\mathbf R_q$ adds $-q/|\mathbf r-\mathbf R_q|$ to the electron's energy. Such charges polarize the quantum region, but they have no electrons that exclude others, accept charge or carry induced current. The changes from the gas monomer, in ppm, are:

| Quantum waters | Charge waters | O | H |
|---:|---:|---:|---:|
| 1 | 16 | 14.8 | −1.5 |
| 1 | 46 | 14.2 | −1.4 |
| 3 | 44 | −14.9 | −2.8 |
| 5 | 42 | −35.8 | −3.9 |

Extending the charges from 5.0 to 7.3 Å moves oxygen by $-0.57$ ppm and hydrogen by $0.09$ ppm. With one quantum molecule, the charge radius is thus a small matter in this ordered network; a liquid, with its disordered dipoles, needs its own test. The quantum region matters far more here: replacing the four nearest charge molecules by quantum ones moves oxygen by $-50.1$ ppm and reverses the sign of its change. Hydrogen moves by $-2.5$ ppm. These steps contain all that point charges omit. They also contain the error of the neighbours' small 6-31G basis, which was not varied, and basis superposition, since the gas reference lacks the neighbours' basis functions. The calculation does not separate them. In this small basis the gauge treatment matters as well: with London orbitals in place of atomic cells, the row with one quantum molecule and 46 charge molecules becomes 15.4 and $-1.4$ ppm and the last row $-44.7$ and $-4.3$ ppm, so the step is about $-60$ ppm for oxygen and $-2.9$ ppm for hydrogen. The reversal of sign remains, but its size is uncertain by about 10 ppm from this source alone.

The radius has not converged. Going from 3 to 5 molecules still changes oxygen by $-20.9$ ppm and hydrogen by $-1.1$ ppm, although the radius grows only from 2.75 to 2.89 Å. The three-molecule region cuts through the first shell, so radii should be compared at complete shells. The second shell has not been treated quantum mechanically at all. That the last row lies near $-36$ and $-4.3$ ppm is no confirmation: it is one artificial snapshot with a rigid geometry, an approximate functional and an unfinished series, and its oxygen value moves by 9 ppm with the gauge method.

In a production calculation the same steps are averaged over frames. For regions $R_1<R_2$, compute $\sigma(R_2)-\sigma(R_1)$ on the *same* frames, so that shared fluctuations cancel, and attach a block error. Enlarge the region by complete shells until the mean step and its interval both lie within the tolerance, then repeat for the charge radius at the chosen quantum region. A small last step indicates a small remainder but does not bound it, since later steps may add up.

## Error bars on a series with known answer

Whether the intervals are honest can be judged only where the truth is known. Take synthetic Gaussian series with population changes chosen as $-4.3=-4.0-0.3$ ppm for $^1$H and $-36=-33-3$ ppm for $^{17}$O, each split into cheap level and correction. There are $N=4096$ frames at 0.05 ps, or 204.8 ps, and a correction on every 16th frame, so $M=256$. The correlation times are 0.1 and 1 ps, and $c=0.1$.

For hydrogen $s=2.5$ ppm, $e=0.3$ ppm, and the slow process carries 0.3 of the variance. The formula for $g$ gives 4.08 for the fast part and 40.0 for the slow part, so

$$g=0.7\times4.08+0.3\times40.0=14.9 .$$

The cheap mean has variance $6.25\times14.86/4096=0.0227$ ppm$^2$. On the subset the spacing is 0.8 ps, and the same formula gives $g_{\rm sub}=1.49$ and variance $6.25\times1.49/256=0.0364$ ppm$^2$. Away from the ends of the run, the covariance of the two averages equals the variance of the full mean. Thus

$$v\simeq0.0227(1+2c)+0.0364c^2+\frac{0.09}{256}=0.0279\ {\rm ppm}^2,$$

a standard error of 0.167 ppm, as the full weighted sum also gives. Without the covariance it would be 0.153 ppm.

The same numbers show what the cheap frames buy. The costly level alone on the subset would have variance $(1+c)^2\times0.0364+0.0004=0.0444$ ppm$^2$, or an error of 0.21 ppm. Sixteen times as many cheap frames reduce this by only about a fifth, because most of the error comes from the slow process, and the subset, with a spacing of 0.8 ps against a correlation time of 1 ps, already follows that process. The gain would be larger for a sparser subset, provided the differences scatter little.

Blocks of 256 frames last 12.8 ps and number 16. For the hydrogen mixture, $K/s^2=2(0.3\times400+0.7\times3.9)=245$, so the predicted relative bias of the variance is $-245/(14.9\times256)=-6\%$. The expected block error, here always the root of the expected squared error, is 0.161 ppm against the true 0.167 ppm, which agrees: $(0.1613/0.1668)^2\simeq0.94$. With 16-frame blocks the expected error is only 0.108 ppm.

One run shows the other side. Its hydrogen error estimates for blocks of 16, 64, 256 and 1024 frames are 0.111, 0.144, 0.182 and 0.058 ppm. The last comes from four blocks and is about a third of the true value. It is a chance result of having so few blocks: the root of the expected squared error at that length is 0.165 ppm. A block length should therefore be set by the slowest known correlation time, not by picking an attractive point on such a curve.

With 16 blocks and $t_{15}=2.131$, this run gives

$$\Delta(^1{\rm H})=-4.2\pm0.4\ {\rm ppm},\qquad \Delta(^{17}{\rm O})=-35.8\pm2.0\ {\rm ppm}\quad(95\%).$$

The oxygen series has $s=15$ ppm, $e=2$ ppm and a slow share of 0.2. Both intervals contain the chosen truth, but one success proves little. Over 1000 runs the block intervals contain it in 94.8% of cases for hydrogen and 95.7% for oxygen; the sampling uncertainty of these rates is about $\sqrt{0.95\times0.05/1000}=0.7\%$. Intervals that treat frames as independent succeed in 42% and 47%. For hydrogen they use 0.047 ppm instead of 0.167 ppm, so they reach only $1.96\times0.047/0.167=0.55$ true standard errors to each side.

Since the variance falls as $1/T$, a standard error of 0.1 ppm for hydrogen needs $204.8\times(0.167/0.1)^2\simeq570$ ps at the same stride. For oxygen, 1 ppm needs about 157 ps.

## What the error bar covers

The interval describes the sampling error of one defined quantity: the mean shielding for the given trajectory model, functional, basis and quantum region, relative to the given gas reference. It does not measure the faults of these choices. In the constructed snapshot, the last radius step for oxygen was ten times the half-width of 2 ppm found in the synthetic series. The two examples are separate, and the scatter of the series was chosen freely, so this ratio says nothing about real water. If a real study found such a ratio, computer time would be better spent on the quantum region than on a longer run.

A report should therefore give $\hat\Delta\pm t_{B-1}{\rm SE}$ with the block length and number of blocks, and beside it the last steps in quantum radius, charge radius and basis. The effects of the functional, of bond stretching on condensation and of quantum nuclear motion in both phases need calculations of their own. Adding them in quadrature as if they were random would give them a probability meaning that they do not have.

## Values computed for the example and the checks

```
A. LDA shieldings, one constructed snapshot
O-O 2.8 A, O-H 0.96 A, angle 104.5 deg, H charge 0.4238 e
random shift 0.1 A per axis, random tilt 8.0 deg per axis
gas monomer, O: diamagnetic 414.65, paramagnetic -78.38 ppm
  O, one gauge origin: analytic 336.27, current 336.27 ppm
  O, analytic: full aug-cc-pVTZ 335.26, 6-311G** 278.81 ppm
  H mean, one gauge origin: 30.04 ppm
gas reference, atomic gauge origins: O 335.38, H mean 31.06 ppm
change from gas; QM waters, QM radius/A, charge waters, O/ppm, H/ppm
   1   0.00   16    14.81   -1.52
   1   0.00   46    14.24   -1.42
   3   2.75   44   -14.90   -2.81
   5   2.89   42   -35.82   -3.94
QM 3 -> 5 waters: O -20.92, H -1.13 ppm
QM 1 -> 5 waters: O -50.06, H -2.51 ppm
charge radius 5.0 -> 7.3 A, one QM water: O -0.57, H 0.09 ppm
B. synthetic series with chosen population means
4096 frames, spacing 0.05 ps, total 204.8 ps
correlation times 0.1, 1.0 ps; correction every 16 frames
correction = mean + 0.1 * fluctuation + independent noise
block 256 frames = 12.8 ps, 16 blocks, 1000 trajectories
1H: truth -4.3 = -4.0 + (-0.3) ppm, scatter 2.5, noise 0.3 ppm
  slow share 0.3, statistical inefficiency 14.86
  block frames, SE of trajectory 1, root of expected SE^2 (ppm)
     16   0.1107   0.1080
     64   0.1443   0.1446
    256   0.1822   0.1613
   1024   0.0576   0.1654
  exact SE 0.1668, without covariance 0.1526, uncorrelated formula 0.0465 ppm
  coverage of 95% intervals: blocks 0.948, uncorrelated 0.419
  trajectory 1: -4.23 +/- 0.39 ppm (95%, t factor 2.131)
  time for SE 0.1 ppm: 570 ps
17O: truth -36.0 = -33.0 + (-3.0) ppm, scatter 15.0, noise 2.0 ppm
  slow share 0.2, statistical inefficiency 11.27
  block frames, SE of trajectory 1, root of expected SE^2 (ppm)
     16   0.5719   0.6042
     64   0.7436   0.7734
    256   0.9326   0.8505
   1024   1.1776   0.8697
  exact SE 0.8760, without covariance 0.8025, uncorrelated formula 0.2824 ppm
  coverage of 95% intervals: blocks 0.957, uncorrelated 0.471
  trajectory 1: -35.80 +/- 1.99 ppm (95%, t factor 2.131)
  time for SE 1.0 ppm: 157 ps
```
